# Clenshaw-Curtis Frequency Quadrature for RPA Energies, with a Matched Scale: verification in Python

```python
# Result under test: the N-point Clenshaw-Curtis rule with omega = a cot t for
#   E = int_0^inf domega/(2 pi) Tr[ln(1+Q) - Q]   (direct RPA, closed shell),
# and the scale a that makes the rule exact in the diagonal approximation.
# Symbols (atomic units inside the program):
#   gaps d        orbital energy differences e_a - e_i
#   coupling K    matrix (ia|jb);  Q = 4 G^(1/2) K G^(1/2), G = d/(d^2+omega^2)
#   Omega         square roots of the eigenvalues of d^2 + 4 d^(1/2) K d^(1/2)
#   e(y)          relative error of the rule for the function 1/(omega^2+y^2)
# Claims: closed formula for the quadrature error; E_N(a) decreases strictly, so
# the matching scale is unique and lies between min d and max Omega (diagonal).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, dft, scf

EV = physical_constants["Hartree energy in eV"][0]
scf.hf.MUTE_CHKFILE = True
NODES, NODE_WEIGHTS = np.polynomial.legendre.leggauss(32)
NODES, NODE_WEIGHTS = (NODES + 1) / 2, NODE_WEIGHTS / 2


def grid(points, scale):
    t = np.arange(1, points + 1) * np.pi / (2 * points)
    weights = scale * np.pi / (2 * points * np.sin(t) ** 2)
    weights[-1] /= 2
    return scale / np.tan(t), weights


def integrand(omega, d, coupling):
    g = np.sqrt(d / (d ** 2 + omega ** 2))
    q = np.linalg.eigvalsh(4 * g[:, None] * coupling * g[None, :])
    return np.sum(np.log1p(q) - q)


def full_energy(points, scale, d, coupling):
    omega, w = grid(points, scale)
    values = np.array([integrand(x, d, coupling) for x in omega])
    return w @ values / (2 * np.pi)


def diagonal_energy(points, scale, d, k):
    omega, w = grid(points, scale)
    q = 4 * k * d / (d ** 2 + omega[:, None] ** 2)
    return w @ np.sum(np.log1p(q) - q, axis=1) / (2 * np.pi)


def response_frequencies(d, coupling):
    s = np.sqrt(d)
    m = np.diag(d ** 2) + 4 * s[:, None] * coupling * s[None, :]
    return np.sqrt(np.linalg.eigvalsh(m))


def rule_error(points, scale, d, k, lower, upper, rescaled=False):
    """Closed formula for E_N - E; rescaled=True multiplies by a positive factor
    that prevents underflow and leaves the root in the scale unchanged."""
    def log_power(y):
        with np.errstate(divide="ignore"):
            return 2 * points * np.log(np.abs((y - scale) / (y + scale)))
    width = upper - lower
    inner = log_power(lower[:, None] + width[:, None] * NODES)
    outer = log_power(d)
    shift = max(inner.max(), outer.max()) if rescaled else 0.0

    def e(lp):
        return 2 * np.exp(lp - shift) / (-np.expm1(lp))
    return 0.5 * (width @ (e(inner) @ NODE_WEIGHTS) - 2 * k @ e(outer))


def matched_scale(points, d, k, lower, upper):
    return brentq(lambda a: rule_error(points, a, d, k, lower, upper, True),
                  lower.min(), upper.max(), xtol=1e-12)


# ---- formaldehyde: PBE orbitals, all electrons correlated ----
r_co, r_ch, angle = 1.21, 1.11, 122.0
hy = r_ch * np.sin(np.radians(angle))
hz = r_ch * np.cos(np.radians(angle))
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_co)],
                  ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
            basis="def2-svp", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
K = np.einsum("pqrs,pi,qa,rj,sb->iajb", mol.intor("int2e"), occ, vir, occ, vir,
              optimize=True).reshape(gaps.size, gaps.size)
K = (K + K.T) / 2
kd = np.diag(K).copy()
assert gaps.min() > 0 and kd.min() > 0

omega_diag = np.sqrt(gaps ** 2 + 4 * gaps * kd)
E_diag = 0.5 * np.sum(omega_diag - gaps - 2 * kd)
omega_full = response_frequencies(gaps, K)
E_full = 0.5 * (omega_full.sum() - gaps.sum() - 2 * kd.sum())
sorted_gaps = np.sort(gaps)
diag_data = (gaps, kd, gaps, omega_diag)
full_data = (gaps, kd, sorted_gaps, omega_full)
d_min, top = gaps.min(), omega_diag.max()

# ---- energy expression: spin-orbital response matrix against the integral ----
pick = np.linspace(0, gaps.size - 1, 40).astype(int)
ds, Ks = gaps[pick], K[np.ix_(pick, pick)]
B = np.kron(np.ones((2, 2)), Ks)
A = np.diag(np.tile(ds, 2)) + B
roots = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
assert np.abs(roots.imag).max() < 1e-6
E_spin = 0.5 * (roots.real[roots.real > 0].sum() - np.trace(A))
E_quad = quad(lambda x: integrand(x, ds, Ks), 0, np.inf, epsabs=1e-9,
              epsrel=1e-9, limit=200)[0] / (2 * np.pi)
assert abs(E_spin - E_quad) < 1e-7

# ---- rule for 1/(omega^2+y^2): explicit sum, and its derivative in the scale ----
def lorentz_error(n, a, y):
    t = np.arange(2 * n) * np.pi / (2 * n)
    terms = a / (a ** 2 * np.cos(t) ** 2 + y ** 2 * np.sin(t) ** 2)
    return terms.sum() / (2 * n) - 1 / y


for n in (1, 3, 6):
    for a, y in ((1.3, 0.7), (1.3, 2.9), (0.4, 5.0)):
        x = ((y - a) / (y + a)) ** (2 * n)
        assert abs(lorentz_error(n, a, y) - 2 * x / (1 - x) / y) < 1e-12
        step = 1e-5
        slope = (lorentz_error(n, a + step, y)
                 - lorentz_error(n, a - step, y)) / (2 * step)
        phi = np.arctanh(min(a, y) / max(a, y))
        top_part = -np.sinh(phi) ** 2 if y > a else np.cosh(phi) ** 2
        formula = 2 * n / a ** 2 * top_part / np.sinh(2 * n * phi) ** 2
        assert abs(slope - formula) < 1e-7

# ---- closed error formula against explicit quadrature, and the error bound ----
for n, a in ((4, 0.6), (10, 1.5), (10, 6.0)):
    explicit = diagonal_energy(n, a, gaps, kd) - E_diag
    assert abs(explicit - rule_error(n, a, *diag_data)) < 1e-9
    explicit = full_energy(n, a, gaps, K) - E_full
    assert abs(explicit - rule_error(n, a, *full_data)) < 1e-9
    ends = np.array([d_min, omega_full.max()])
    x = ((ends - a) / (ends + a)) ** (2 * n)
    assert abs(explicit) <= np.max(2 * x / (1 - x)) * kd.sum()

# ---- strict decrease with the scale, end signs and limits ----
for n in (1, 6, 20):
    scan = [diagonal_energy(n, a, gaps, kd) for a in np.geomspace(0.01, 1e3, 60)]
    assert np.all(np.diff(scan) < 0)
    assert diagonal_energy(n, d_min, gaps, kd) > E_diag
    assert diagonal_energy(n, top, gaps, kd) < E_diag
scan = [full_energy(6, a, gaps, K) for a in np.geomspace(0.05, 200, 12)]
assert np.all(np.diff(scan) < 0)
assert abs(full_energy(6, 1e-7, gaps, K)) < 1e-4
large = 1e5
limit = large * integrand(0.0, gaps, K) / (8 * 6)
assert abs(full_energy(6, large, gaps, K) / limit - 1) < 1e-6

# ---- matching by direct subtraction gives the same root ----
for n in (1, 6, 10):
    direct = brentq(lambda a: diagonal_energy(n, a, gaps, kd) - E_diag, d_min, top)
    assert abs(direct / matched_scale(n, *diag_data) - 1) < 1e-6

# ---- one transition, one point: explicit solution ----
low = int(np.argmin(gaps))
d1, k1, o1 = gaps[low], kd[low], omega_diag[low]
E1 = 0.5 * (o1 - d1 - 2 * k1)
a1 = 8 * E1 / (np.log1p(4 * k1 / d1) - 4 * k1 / d1)
one = [np.array([v]) for v in (d1, k1, d1, o1)]
assert d1 < a1 < o1 and abs(a1 / matched_scale(1, *one) - 1) < 1e-7

# ---- large-N limit of the matched scale ----
mean_scale = np.sqrt(d_min * top)
many = {n: matched_scale(n, *diag_data) for n in (40, 160, 640, 2560)}
assert abs(many[2560] / mean_scale - 1) < 0.02

print("H2CO, RPA on PBE orbitals, def2-SVP, all electrons")
print(f"C-O, C-H lengths: {r_co:.2f}, {r_ch:.2f} angstrom")
print(f"O-C-H angle: {angle:.1f} degrees")
print(f"occupied, virtual, transitions: {nocc}, {vir.shape[1]}, {gaps.size}")
print(f"smallest gap d_min: {d_min*EV:.4f} eV")
print(f"largest gap d_max: {gaps.max()*EV:.3f} eV")
print(f"largest diagonal Omega: {top*EV:.3f} eV")
print(f"largest full Omega: {omega_full.max()*EV:.3f} eV")
print(f"trace of K: {kd.sum()*EV:.3f} eV")
print(f"diagonal-approximation energy: {E_diag*EV:.6f} eV")
print(f"RPA energy by diagonalization: {E_full*EV:.6f} eV")
print(f"RPA energy by diagonalization: {E_full:.8f} hartree")
print("Lowest transition alone, N=1:")
print(f" d, K, Omega: {d1*EV:.5f}, {k1*EV:.5f}, {o1*EV:.5f} eV")
print(f" energy: {E1*EV:.6f} eV; matched a: {a1*EV:.5f} eV")

a6 = matched_scale(6, *diag_data)
print(f"Six-point grid, matched a = {a6*EV:.5f} eV")
print(" j  omega (eV)  weight (eV)  F (no unit)")
nodes6, weights6 = grid(6, a6)
total = 0.0
for j, (x, w) in enumerate(zip(nodes6, weights6), 1):
    f = integrand(x, gaps, K)
    total += w * f / (2 * np.pi)
    print(f" {j}  {abs(x)*EV:.5f}  {w*EV:.5f}  {f:.8f}")
print(f" six-point RPA energy: {total*EV:.6f} eV")
print(f" six-point error: {(total-E_full)*EV:.6f} eV")

print("N, matched a (eV), a exact for full RPA (eV),")
print("  error at matched a (eV), error at sqrt(d_min*Omega_max) (eV)")
for n in (5, 10, 20, 40):
    a = matched_scale(n, *diag_data)
    a_full = matched_scale(n, *full_data)
    energy = full_energy(n, a, gaps, K)
    err_mean = full_energy(n, mean_scale, gaps, K) - E_full
    print(f" {n}  {a*EV:.4f}  {a_full*EV:.4f}  "
          f"{(energy-E_full)*EV:.2e}  {err_mean*EV:.2e}")
assert abs(energy - E_full) < 1e-4
print(f"RPA energy, N=40, matched a: {energy*EV:.6f} eV")
a20 = matched_scale(20, *diag_data)
for factor in (0.5, 2.0):
    err = full_energy(20, factor * a20, gaps, K) - E_full
    print(f"N=20, error at {factor:.1f} times matched a: {err*EV:.2e} eV")
print(f"sqrt(d_min*Omega_max): {mean_scale*EV:.4f} eV")
for n, a in many.items():
    print(f"matched a for N={n}: {a*EV:.4f} eV")
print("OK")
```

Output:

```
H2CO, RPA on PBE orbitals, def2-SVP, all electrons
C-O, C-H lengths: 1.21, 1.11 angstrom
O-C-H angle: 122.0 degrees
occupied, virtual, transitions: 8, 30, 240
smallest gap d_min: 3.5923 eV
largest gap d_max: 604.759 eV
largest diagonal Omega: 604.990 eV
largest full Omega: 605.002 eV
trace of K: 146.969 eV
diagonal-approximation energy: -4.489931 eV
RPA energy by diagonalization: -13.690117 eV
RPA energy by diagonalization: -0.50310252 hartree
Lowest transition alone, N=1:
 d, K, Omega: 3.59231, 0.38384, 4.29188 eV
 energy: -0.034059 eV; matched a: 3.80825 eV
Six-point grid, matched a = 27.24077 eV
 j  omega (eV)  weight (eV)  F (no unit)
 1  101.66394  106.46223  -0.06484931
 2  47.18240  28.52647  -0.37922130
 3  27.24077  14.26323  -0.92218556
 4  15.72747  9.50882  -1.71648461
 5  7.29914  7.64364  -2.98138853
 6  0.00000  3.56581  -4.42187185
 six-point RPA energy: -13.648040 eV
 six-point error: 0.042077 eV
N, matched a (eV), a exact for full RPA (eV),
  error at matched a (eV), error at sqrt(d_min*Omega_max) (eV)
 5  25.7065  29.9373  7.75e-02  -3.86e-01
 10  34.0833  38.8421  9.44e-03  -2.02e-02
 20  40.5264  43.6552  4.74e-04  -4.43e-04
 40  43.1434  44.7991  1.28e-06  -1.38e-06
RPA energy, N=40, matched a: -13.690116 eV
N=20, error at 0.5 times matched a: 1.01e-02 eV
N=20, error at 2.0 times matched a: -1.42e-02 eV
sqrt(d_min*Omega_max): 46.6188 eV
matched a for N=40: 43.1434 eV
matched a for N=160: 44.6621 eV
matched a for N=640: 46.0943 eV
matched a for N=2560: 46.5225 eV
OK
```
